# Magnetic linear dichroism of itinerant ferromagnets from 2p exchange splitting

## 1. A case that can be seen at a glance

Consider absorption from the $2p_{3/2}$ level into a $3d$ band in which only minority-spin states are empty. All five $d$ orbitals have the same density of empty states $D(E)$. The majority-spin direction $\mathbf n$ is the quantization axis, so the final states have spin down.

Lowering the stretched state $p_1\!\uparrow$ with $j_-$ gives

$$|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,p_0\!\uparrow+\sqrt{\tfrac13}\,p_1\!\downarrow ,\qquad |\tfrac32,-\tfrac12\rangle=\sqrt{\tfrac23}\,p_0\!\downarrow+\sqrt{\tfrac13}\,p_{-1}\!\uparrow ,$$

where the second state follows by reversing all projections. The spin-down parts are therefore $p_{-1}$ with weight 1 for $m=-\frac32$, $p_0$ with weight $\frac23$ for $m=-\frac12$, and $p_1$ with weight $\frac13$ for $m=\frac12$.

The dipole strengths follow from averages over the sphere, with $x,y,z$ components of a unit vector: $\langle z^2\rangle=\frac13$, $\langle z^4\rangle=\frac15$, $\langle x^2z^2\rangle=\frac1{15}$. The squared radial integral is set to 1.

- For polarization along $\mathbf n$, $p_0=\sqrt3z$ gives $3\langle z^4\rangle=\frac35$. Removing its $s$ part, $(\sqrt3\langle z^2\rangle)^2=\frac13$, leaves $\frac4{15}$.
- For $p_{\pm1}$ the strength is $3\langle x^2z^2\rangle=\frac15$.
- Summed over three perpendicular polarizations, each $p$ orbital has strength $1-\frac13=\frac23$. The mean perpendicular strength is thus $\frac12(\frac23-\frac4{15})=\frac15$ for $p_0$ and $\frac12(\frac23-\frac15)=\frac7{30}$ for $p_{\pm1}$.

Parallel minus perpendicular is $+\frac1{15}$ for $p_0$ and $-\frac1{30}$ for $p_{\pm1}$. Multiplied by the weights, the contributions of $m=-\frac32,-\frac12,\frac12$ are

$$a_m=-\tfrac3{90},\quad+\tfrac4{90},\quad-\tfrac1{90}.$$

Their sum is zero: four degenerate core levels give no linear dichroism.

Now let a core exchange field shift the levels by $-\Delta m/3$ (derived in section 4). Each contribution samples $D$ at a slightly different energy:

$$L=\sum_m a_mD(E-\tfrac{\Delta m}3)\simeq-\frac\Delta3D'\sum_m m\,a_m=-\frac\Delta3D'\,\frac{4.5-2-0.5}{90}=-\frac{\Delta}{135}D'.$$

For circular light, raising $p_1\propto x+iy$ has strength $\frac34\langle(x^2+y^2)^2\rangle=\frac34\cdot\frac8{15}=\frac25$. Lowering it has $\frac23-\frac15-\frac25=\frac1{15}$. The difference is $\frac13$ for $p_1$, zero for $p_0$ and $-\frac13$ for $p_{-1}$, so

$$C=\left(-\tfrac13+\tfrac13\cdot\tfrac13\right)D=-\tfrac29D,\qquad L=\frac{\Delta}{30}\frac{dC}{d\omega}.$$

This is the derivative rule: the linear signal follows the energy derivative of the circular one. The sections below add both spins, mixing of the two core levels, and the cubic crystal field, which can spoil the resemblance.

## 2. Model and conventions

The electrons are independent, the transitions are $2p\to3d$ dipole transitions with a constant radial integral, and valence spin-orbit coupling is neglected. Multiplets and the core-hole interaction are left out. The core Hamiltonian is

$$H=\zeta\,\mathbf l\cdot\mathbf s-\Delta s_n,\qquad E_3=\frac\zeta2,\quad E_1=-\zeta,\quad \delta=E_3-E_1=\frac{3\zeta}2 .$$

Here $E_3$ and $E_1$ are the $j=\frac32$ and $j=\frac12$ levels at $\Delta=0$. For $\Delta>0$ a majority-spin core electron lies lower. The photon energy $\omega$ is counted from the Fermi level minus the $2p$ centroid, so a core level $E_c$ reaches the band energy $E=\omega+E_c$.

In a cubic crystal the $d$ orbitals form the sets $\Gamma=e_g,t_{2g}$. Let $D_{\Gamma\sigma}$ be the lifetime-broadened empty density per orbital, with $\sigma=+1$ for majority and $-1$ for minority spin, and $M_\Gamma=D_{\Gamma+}-D_{\Gamma-}$. The two signals are

$$L=I(\boldsymbol\varepsilon\parallel\mathbf n)-\overline{I(\boldsymbol\varepsilon\perp\mathbf n)},\qquad C=I(+)-I(-),$$

with the bar a mean over two perpendicular directions and $+$ the polarization that raises $m$ along $\mathbf n$. Below, $C$ is taken at $\Delta=0$.

The golden rule, summed over core eigenstates, is a trace:

$$I=\sum_{\Gamma\sigma}\mathrm{Tr}\big[W_\Gamma(\boldsymbol\varepsilon)\,\langle\sigma|D_{\Gamma\sigma}(\omega+H)|\sigma\rangle\big],\quad W_{\Gamma,ij}=\sum_{d\in\Gamma}\langle p_i|\boldsymbol\varepsilon^*\!\cdot\mathbf r|d\rangle\langle d|\boldsymbol\varepsilon\cdot\mathbf r|p_j\rangle .$$

Light conserves spin, so only spin-diagonal parts of the core operator enter. They have the form $a+b\,l_n+cN$, where $N$ projects on the $p$ orbital along $\mathbf n$ and $l_n^2=1-N$.

## 3. What the light measures

**Linear light.** Take a real $p$ orbital along the unit vector $\mathbf c$ and set $v_a=\varepsilon_ac_a$. With $\langle r_a^2r_b^2\rangle=\frac1{15}$ for $a\ne b$ and $\langle r_a^4\rangle=\frac15$, the amplitudes are

$$d_{ab}:\ \frac{\varepsilon_ac_b+\varepsilon_bc_a}{\sqrt5},\qquad d_{x^2-y^2}:\ \frac{v_x-v_y}{\sqrt5},\qquad d_{z^2}:\ \frac{2v_z-v_x-v_y}{\sqrt{15}} .$$

Squaring and adding within each set gives

$$f_e=\frac25\Big[\sum_av_a^2-\frac13(\boldsymbol\varepsilon\cdot\mathbf c)^2\Big],\qquad f_t=\frac15\sum_{a<b}(\varepsilon_ac_b+\varepsilon_bc_a)^2=\frac15\Big[1+(\boldsymbol\varepsilon\cdot\mathbf c)^2-2\sum_av_a^2\Big].$$

The three terms of the core operator act as follows.

- The unit operator is the sum over $\mathbf c=\hat x,\hat y,\hat z$. It gives $\frac4{15}$ for $e_g$ and $\frac15(3+1-2)=\frac25$ for $t_{2g}$, whatever the direction of $\boldsymbol\varepsilon$.
- For real $\boldsymbol\varepsilon$, $W_\Gamma$ is real and symmetric, while $l_n$ is imaginary and antisymmetric in the basis $p_x,p_y,p_z$. The trace of their product vanishes.
- $N$ corresponds to $\mathbf c=\mathbf n$. Then $\sum_av_a^2$ is $S=\sum_an_a^4$ for parallel light. For perpendicular light the mean of $\varepsilon_a^2$ is $(1-n_a^2)/2$, which gives $(1-S)/2$. The difference is $s=(3S-1)/2$, and $(\boldsymbol\varepsilon\cdot\mathbf n)^2$ changes from 1 to 0.

Linear dichroism therefore measures $N$ alone, with factors

$$\lambda_e=\frac25\Big(s-\frac13\Big),\qquad\lambda_t=\frac{1-2s}5 .$$

**Circular light.** Write the amplitudes as $\langle d|r_a|p_i\rangle=G^d_{ai}$, with real symmetric matrices $G^d$. For the two helicities, $\varepsilon_a^*\varepsilon_b=\frac12(\delta_{ab}-n_an_b\pm i\sum_k\epsilon_{abk}n_k)$. Since $(l_n)_{ab}=-i\sum_k\epsilon_{abk}n_k$, subtraction leaves

$$W_\Gamma(+)-W_\Gamma(-)=-\sum_{d\in\Gamma}G^dl_nG^d .$$

For $d_{xy}$, $G$ exchanges $x$ and $y$ with factor $1/\sqrt5$ and removes $z$. It turns $l_z$ into $-l_z/5$ and $l_x,l_y$ into zero. The three $t_{2g}$ orbitals together yield $+\frac15l_n$. For $e_g$ the matrices are diagonal and $l_z$ is multiplied by $\sum_dg_xg_y=-\frac15+\frac1{15}=-\frac2{15}$, with the same value for $l_x$ and $l_y$. This yields $+\frac2{15}l_n$. Both results are antisymmetric, so circular dichroism measures only the $l_n$ part. Because $\mathrm{Tr}\,l_n^2=2$, its factors are $\frac4{15}$ for $e_g$ and $\frac6{15}$ for $t_{2g}$, independent of the orientation of $\mathbf n$.

## 4. The core level without and with exchange

The operator $\mathbf l\cdot\mathbf s$ equals $\frac12$ for $j=\frac32$ and $-1$ for $j=\frac12$. The projectors are therefore

$$P_3=\frac23+\frac23\mathbf l\cdot\mathbf s,\qquad P_1=\frac13-\frac23\mathbf l\cdot\mathbf s .$$

The components of $\mathbf l\cdot\mathbf s$ perpendicular to $\mathbf n$ flip the spin, so $\langle\sigma|\mathbf l\cdot\mathbf s|\sigma\rangle=\sigma l_n/2$ and

$$\langle\sigma|P_3|\sigma\rangle=\frac23+\frac{\sigma l_n}3,\qquad\langle\sigma|P_1|\sigma\rangle=\frac13-\frac{\sigma l_n}3 .$$

Neither contains $N$. Hence $L=0$ at $\Delta=0$, at each edge and for any $e_g$ and $t_{2g}$ densities in this model. The $l_n$ terms give the circular dichroism. With $\eta=+1$ at $L_3$ and $-1$ at $L_2$,

$$C=\frac\eta3\,\frac{4M_e+6M_t}{15}=\frac{2\eta}9\bar M,\qquad\bar M=\frac{2M_e+3M_t}5 ,$$

evaluated at $\omega+E_3$ or $\omega+E_1$.

**First order in $V=-\Delta s_n$.** Exchange shifts the levels inside a $j$ block through $P_jVP_j$. It also changes each state by $P_{j'}V|c\rangle/(E_j-E_{j'})$. Writing $D_j=D(\omega+E_j)$, the core operator of edge $j$ becomes

$$D_jP_j+D_j'\,P_jVP_j+\frac{D_j}{E_j-E_{j'}}\big(P_jVP_{j'}+P_{j'}VP_j\big).$$

The projection theorem gives $P_js_nP_j=g_jj_nP_j$, with

$$g_j=\frac{j(j+1)+s(s+1)-l(l+1)}{2j(j+1)},\qquad g_{3/2}=\frac13,\quad g_{1/2}=-\frac13,$$

where $s=\frac12$ in this formula is the spin. The levels are $E_3-\Delta m/3$ and $E_1+\Delta m/3$. Since $j_n=l_n+s_n$ is spin-diagonal,

$$\langle\sigma|P_3s_nP_3|\sigma\rangle=\frac13\Big(l_n+\frac\sigma2\Big)\Big(\frac23+\frac{\sigma l_n}3\Big)=\frac{\sigma(1+l_n^2)}9+\frac{5l_n}{18},$$

$$\langle\sigma|P_1s_nP_1|\sigma\rangle=-\frac13\Big(l_n+\frac\sigma2\Big)\Big(\frac13-\frac{\sigma l_n}3\Big)=-\frac\sigma{18}+\frac{\sigma l_n^2}9-\frac{l_n}{18}.$$

With $l_n^2=1-N$, each block contains $-\sigma N/9$. The full $s_n$ has spin-diagonal part $\sigma/2$ and no $N$, so the mixing terms must contain $+2\sigma N/9$.

At $L_3$ the coefficient of $N$ is $(-\Delta)(-\frac\sigma9)D'+(-\Delta)\frac{2\sigma}9\frac D\delta$. At $L_2$ the energy denominator is $-\delta$, and the second term changes sign. Summing over spin,

$$L=\frac\Delta9\sum_\Gamma\lambda_\Gamma\Big(M_\Gamma'-\frac{2\eta}\delta M_\Gamma\Big).$$

## 5. When the derivative rule holds

The angular factors can be separated as

$$\lambda_e=\frac2{75}+\frac25\Big(s-\frac25\Big),\qquad\lambda_t=\frac3{75}-\frac25\Big(s-\frac25\Big).$$

The first parts weight the orbitals as $2:3$, as circular dichroism does, and produce $\bar M/15$. Inserting $\bar M=\frac{9\eta}2C$ with $\eta^2=1$, and $X=M_e-M_t$, gives

$$\boxed{L=\frac\Delta{30}\Big(\eta C'-\frac2\delta C\Big)+\frac{2\Delta}{45}\Big(s-\frac25\Big)\Big(X'-\frac{2\eta}\delta X\Big)}$$

The first term in the first bracket is the derivative rule, with opposite signs at the two edges. The second comes from $j$ mixing and its peak is small against that of the derivative term when $C$ varies over energies much less than $\delta$. At an extremum of $C$ the derivative term vanishes, and the mixing term is all that remains of the bracket. The last term depends on the crystal orientation through its factor $s-\frac25$. It vanishes if the $e_g$ and $t_{2g}$ spin densities agree, or for directions with $s=\frac25$. Otherwise the signal need not resemble $C'$. These statements refer to the mean over two perpendicular polarizations. For a single perpendicular direction $\boldsymbol\varepsilon$, $s$ is replaced by $\sum_an_a^4-\sum_a\varepsilon_a^2n_a^2$, which in general depends on the choice of $\boldsymbol\varepsilon$, so the last term need not vanish at $s=\frac25$.

**Integrated signal.** Derivatives integrate to zero over an edge. For $X=0$ the area is $-(\Delta/15\delta)\int C\,d\omega$. Since $\int C$ has equal size and opposite signs at $L_3$ and $L_2$, the two areas cancel at this order.

**Second order.** Let $\delta$ be very large. The next $L_3$ term is $\frac12D''\Delta^2j_n^2P_3/9$. In its spin-diagonal part

$$\Big(l_n^2+\sigma l_n+\frac14\Big)\Big(\frac23+\frac{\sigma l_n}3\Big)$$

the coefficient of $l_n^2$ is $\frac23+\frac13=1$, while $l_n^3=l_n$. The $N$ part is thus $-\Delta^2D''/18$. For equal densities $\lambda_e+\lambda_t=\frac1{15}$, and

$$L^{(2)}_{L_3}=-\frac{\Delta^2}{270}(D_++D_-)'' .$$

At $L_2$, $j_n^2=\frac14$ is a constant and this term is absent. The second-order term adds the two spins while the first-order term subtracts them. At $L_3$ the derivative rule therefore needs $\Delta$ small against the width of the spectral features, and a sufficient spin polarization of the empty states. At $L_2$ terms even in $\Delta$ arise only through finite $\delta$, so both conditions are weaker there.

**Noncubic densities.** If the five orbitals are not grouped in cubic sets, the unit operator can give different intensities along different axes, even at $\Delta=0$. It need not do so: the strengths along $x,y,z$ are $\frac15,\frac15,0$ for $d_{xy}$ and $\frac1{15},\frac1{15},\frac4{15}$ for $d_{z^2}$, so equal changes in these two densities add $\frac4{15}$ on every axis and leave no anisotropy. This part belongs to the lattice: for fixed $\boldsymbol\varepsilon$ it does not change when $\mathbf n$ is turned. Valence spin-orbit coupling would make the density itself depend on $\mathbf n$ and lies outside the result.

## 6. A worked model

Take $\zeta=8$ eV, hence $\delta=12$ eV, with $\Delta=0.2$ eV and a Lorentzian half width $\gamma=0.5$ eV. The empty bands are rectangular before broadening, start at the Fermi level and have height $h=0.5$ eV$^{-1}$. In the equal model all minority bands are 1.5 eV wide and all majority bands 0.2 eV. These are round model parameters, not those of a particular metal.

The computed $j=\frac32$ levels run from 3.900 to 4.100 eV. Their spacing is close to $\Delta/3=0.067$ eV.

At the $L_3$ onset, $\omega=-E_3$, the circular signal is $C=-30.7$ in units of $10^{-3}$ eV$^{-1}$, used for all intensities below. The mixing term is

$$-\frac{0.2}{15\times12}\times(-30.7)=0.034 .$$

The derivative term is $-0.359$, so the law gives $-0.325$. The full sum over transitions gives $-0.245$. Most of the difference, $+0.080$, is of second order. A band of width $w$ has $D'=\frac h\pi[g(E)-g(E-w)]$ with $g(E)=\gamma/(E^2+\gamma^2)$. With $g'(E)=-2\gamma E/(E^2+\gamma^2)^2$ and $g'(0)=0$, the curvature at the onset is

$$(D_++D_-)''=-\frac h\pi\,[g'(-1.5)+g'(-0.2)]=-0.159\,(0.24+2.38)=-0.42\ \text{eV}^{-3},$$

and $-(0.04/270)(-0.42)$ gives $+0.062$. The estimate omits finite-$\delta$ corrections and higher orders in $\Delta$.

Across $L_3$, $L$ has a minimum of $-0.265$ at $-0.16$ eV and a maximum of $0.448$ at 1.40 eV above the onset. These lie on either side of the extremum of $C$, $-64.7$ at 0.86 eV, as a derivative shape requires. The largest $|L|$ is 0.69 percent of the largest $|C|$. The derivative rule puts this ratio near $\Delta/30=0.0067$ eV times the largest $|C'|$ over the largest $|C|$, which is close to 1 eV$^{-1}$ for these widths. Sharper features give a larger ratio, but the estimate fails once $\gamma$ is much smaller than the level spacing $\Delta/3$: at $\gamma=0.005$ eV it gives 43 percent against 14 percent from the full sum.

The overlap of two spectra is their normalized scalar product, here from 3 eV below to 5 eV above the onset. Between $L$ and $C'$ it is 0.941 at $L_3$ and $-0.985$ at $L_2$. The opposite signs are those of $\eta$. The closer agreement at $L_2$ reflects the absence there of the large-$\delta$ second-order term: the part of $L$ odd in $\Delta$ has overlap of size 0.985 at both edges. The $L_3$ value depends strongly on $\Delta/\gamma$. It falls to 0.76 at $\Delta=0.5$ eV and 0.36 at $\Delta=0.9$ eV, and to 0.79 at $\Delta=0.2$ eV with $\gamma=0.2$ eV, while the $L_2$ overlap stays between $-0.98$ and $-0.99$ in these cases.

The $L_3$ area of $C$ is $\frac29\times0.5\times(0.2-1.5)=-0.1444$. The area law then gives $1.605\times10^{-4}$, in agreement with the summed first-order signal.

In the split model the minority bands are 1.0 eV wide for $t_{2g}$ and 2.0 eV for $e_g$. The $L_3$ results are:

| $\mathbf n$ | $s-\frac25$ | overlap with $C'$ | peak $\lvert L\rvert$ |
|---|---|---|---|
| [001] | 0.60 | 0.609 | 1.74 |
| [111] | −0.40 | −0.144 | 1.02 |
| [110] | −0.15 | 0.366 | 0.52 |

In these three cases the peaks follow the order of $|s-\frac25|$. The [110] row is a mean of two unlike pairs: against $\boldsymbol\varepsilon\parallel[001]$ alone the overlap is 0.884 with peak 0.48, and against $[1\bar10]$ alone it is $-0.144$ with peak 1.02, as for [111]. For [111] the resemblance to $C'$ is lost, although the signal still arises from core exchange.

A test of the first-order law used both models, both edges and four directions (three distinct values of $s$), with $\Delta=0.002$ eV and the part of $L$ odd in $\Delta$. The largest deviation was $2\times10^{-6}$ of the peak of that part. Without core exchange, $L$ vanished to rounding error in these cubic cases. Widening only the minority $d_{z^2}$ band of the equal model to 2.0 eV instead gave a peak $|L|=19.7$ at $L_3$ for $\mathbf n=[001]$ and $\Delta=0$ (half of that for [100], zero for [111]), far above the magnetic signal. Without cubic symmetry of the density, $L$ can therefore contain a large part that does not come from core exchange. The numerical output lists the remaining values.

## Computed values

```
2p spin-orbit parameter zeta: 8.0 eV
2p spin-orbit splitting delta: 12.0 eV
2p exchange splitting parameter: 0.20 eV
Lorentzian half width: 0.50 eV
band height per orbital and spin: 0.50 1/eV
equal model, minority width: 1.5 eV
majority width, both models: 0.2 eV
split model, minority t2g width: 1.0 eV
split model, minority e_g width: 2.0 eV
j=1/2 core levels (eV): -8.0341 -7.9674
j=3/2 core levels (eV): 3.9000 3.9674 4.0341 4.1000
angular factors [001]: e_g 0.2667, t2g -0.2000
angular factors [111]: e_g -0.1333, t2g 0.2000
angular factors [110]: e_g -0.0333, t2g 0.1000
angular factors [123]: e_g -0.0333, t2g 0.1000
largest L/C without core exchange: 3.9e-15
largest relative error of first-order law: 2.2e-06
noncubic L at zero core exchange: 19.672 1e-3/eV
L3 area of C: -0.14444 (dimensionless)
L3 area of first-order L, summed: 0.16049 1e-3
L3 area of first-order L, law: 0.16049 1e-3
relative error of second-order term: 3.7e-05
Equal model at L3; energy above onset in eV, rest in 1e-3/eV
energy  C  derivative  mixing  law  full L
 -0.5   -13.272   -0.1316    0.0147   -0.1168   -0.1715
  0.0   -30.718   -0.3594    0.0341   -0.3252   -0.2451
  0.5   -58.271   -0.2524    0.0647   -0.1877   -0.1394
  1.0   -63.577    0.1033    0.0706    0.1740    0.2201
  1.5   -42.569    0.4108    0.0473    0.4581    0.4319
  2.0   -18.195    0.2020    0.0202    0.2222    0.1727
L3 C extremum: -64.725 1e-3/eV at 0.86 eV
L3 L maximum: 0.4482 1e-3/eV at 1.40 eV
L3 L minimum: -0.2648 1e-3/eV at -0.16 eV
L3 peak ratio |L|/|C|: 0.692 percent
L3 peak ratio mixing/derivative: 0.175
L3 overlap of L with dC/dE: 0.941
L2 C extremum: 64.725 1e-3/eV at 0.86 eV
L2 L maximum: 0.3596 1e-3/eV at 1.54 eV
L2 L minimum: -0.4507 1e-3/eV at 0.20 eV
L2 peak ratio |L|/|C|: 0.696 percent
L2 peak ratio mixing/derivative: 0.175
L2 overlap of L with dC/dE: -0.985
split model [001], L3: overlap 0.609, peak |L| 1.7430 1e-3/eV
split model [111], L3: overlap -0.144, peak |L| 1.0214 1e-3/eV
split model [110], L3: overlap 0.366, peak |L| 0.5214 1e-3/eV
```
